\section*{Larmor precession of density-matrix multipoles and alignment-to-orientation conversion}

\section*{The choice of propagation}

Suppose that an atomic level has been prepared with a known density matrix, and that its angular momentum is wanted at a later time in a static magnetic field. There are two ways to calculate. One may multiply each multipole of the density matrix by its own phase factor, or one may keep the term quadratic in $J_z$ and propagate several ranks together. The first way preserves the size of every multipole. If the level starts with alignment and no orientation, it gives $\langle\mathbf J\rangle=0$ at all times, whereas the second can give a large $\langle\mathbf J\rangle$.

The choice is not settled by comparing the quadratic coefficient $\beta$ with the Larmor frequency $\omega$. For evolution after a sudden preparation, the relevant number for a level of given $J$ is the accumulated phase $|\beta|t$, together with the direction of the alignment.

\section*{Level, Hamiltonian and multipoles}

Consider one level of fixed $J$, without relaxation, and set $\hbar=1$. The field lies along $z$ and
\begin{equation}
H=\omega J_z+\beta J_z^2,\qquad \dot\rho=-i[H,\rho].
\end{equation}
A constant energy has no effect on $\rho$ and is omitted.

Operators on the level form a space of dimension $n^2$, $n=2J+1$, with inner product $\mathrm{Tr}(X^\dagger Y)$. For $k=0,\dots,2J$, take $T_{kk}$ to be $(-1)^kJ_+^k$ times a positive constant that normalizes it, and define the lower components by
\begin{equation}
[J_\pm,T_{kq}]=\sqrt{(k\mp q)(k\pm q+1)}\;T_{k,q\pm1}.
\end{equation}
Since $[J_+,J_+^k]=0$ and $[J_z,J_+^k]=kJ_+^k$, the operator $T_{kk}$ is the top member of a multiplet of angular momentum $k$ under commutation with $\mathbf J$. Therefore
\begin{equation}
[J_z,T_{kq}]=qT_{kq}.
\label{eq:weight}
\end{equation}
Members with different $k$ or $q$ are orthogonal, and $\sum_{k=0}^{2J}(2k+1)=n^2$ shows that the set is complete. Hence
\begin{equation}
\rho=\sum_{kq}\rho_{kq}T_{kq},\qquad
\rho_{kq}=\mathrm{Tr}(T_{kq}^\dagger\rho).
\end{equation}
Rank 1 is orientation and is proportional to $\langle\mathbf J\rangle$. Rank 2 is alignment, which describes unequal mean squares and correlations of the components of $\mathbf J$.

\section*{The linear term: precession at $q\omega$}

For $\beta=0$, insert the expansion into the equation of motion and use (\ref{eq:weight}):
\begin{equation}
\sum_{kq}\dot\rho_{kq}T_{kq}
=-i\omega\sum_{kq}q\rho_{kq}T_{kq}.
\end{equation}
The $T_{kq}$ are independent, so
\begin{equation}
\dot\rho_{kq}=-iq\omega\rho_{kq},\qquad
\rho_{kq}(t)=e^{-iq\omega t}\rho_{kq}(0).
\end{equation}
The rank does not enter the frequency. The whole distribution turns rigidly about $z$ through the angle $\omega t$. A component $q\ne0$ returns to itself after a turn of $2\pi/|q|$, which is why its phase runs $|q|$ times as fast as the rotation. A component $q=0$ is symmetric about the field and stays constant.

\section*{The quadratic term: a change of rank}

Add and subtract $J_zT_{kq}J_z$ in the commutator:
\begin{align}
[J_z^2,T_{kq}]
&=J_z[J_z,T_{kq}]+[J_z,T_{kq}]J_z\nonumber\\
&=q\{J_z,T_{kq}\}.
\label{eq:quad}
\end{align}
The factor $q$ makes the components $q=0$ inert. The anticommutator leaves $q$ unchanged, because $J_z$ commutes with itself, but it can change $k$. Its coefficients follow from two angular momenta that act on operators.

Define $L_iX=J_iX$ and $R_iX=-XJ_i$. Left and right multiplications commute. The minus sign gives $R$ the usual algebra:
\begin{equation}
[R_i,R_j]X=X[J_j,J_i]=-i\epsilon_{ijl}XJ_l
=i\epsilon_{ijl}R_lX .
\end{equation}
Both $L^2$ and $R^2$ equal $J(J+1)$. Now set
\begin{equation}
\mathcal J=L+R,\quad \mathcal A=L-R,
\end{equation}
so that $\mathcal J_iX=[J_i,X]$ and $\mathcal A_iX=\{J_i,X\}$. Then $[\mathcal J_i,\mathcal A_j]=i\epsilon_{ijl}\mathcal A_l$ and $[\mathcal A_i,\mathcal A_j]=i\epsilon_{ijl}\mathcal J_l$. Moreover,
\begin{align}
\mathcal J\cdot\mathcal A&=L^2-R^2=0,\\
\mathcal J^2+\mathcal A^2&=2(L^2+R^2)=4J(J+1)=n^2-1.
\label{eq:casimir}
\end{align}

Write $|kq)$ for $T_{kq}$ regarded as a vector. Since $\mathcal A$ is a vector operator under $\mathcal J$, it changes $k$ by at most one. By the Wigner--Eckart theorem its part diagonal in $k$ is $g_k\mathcal J$. The condition $\mathcal J\cdot\mathcal A=0$ gives $g_kk(k+1)=0$, so this part vanishes for $k>0$; for $k=0$ a vector operator has no diagonal element. Only $k\to k\pm1$ remains.

\section*{The coupling coefficient}

\subsection*{Dependence on $q$}

Let $\alpha_q=(k-1,q+1|\mathcal A_+|kq)$. Taking $[\mathcal J_+,\mathcal A_+]=0$ between $(k-1,q+2|$ and $|kq)$ gives
\begin{equation}
\sqrt{(k-q-2)(k+q+1)}\,\alpha_q
=\sqrt{(k-q)(k+q+1)}\,\alpha_{q+1}.
\end{equation}
The common factor cancels, and the recursion is solved by
\begin{equation}
\alpha_q=c_k\sqrt{(k-q)(k-q-1)}.
\end{equation}
Next use $[\mathcal J_-,\mathcal A_+]=-2\mathcal A_z$. With $a_{kq}=(k-1,q|\mathcal A_z|kq)$,
\begin{align}
-2a_{kq}
&=\sqrt{(k+q)(k-q-1)}\,\alpha_q\nonumber\\
&\quad-\sqrt{(k+q)(k-q+1)}\,\alpha_{q-1}\nonumber\\
&=c_k\sqrt{k^2-q^2}\,[(k-q-1)-(k-q+1)].
\end{align}
The bracket is $-2$, hence $a_{kq}=c_k\sqrt{k^2-q^2}$.

\subsection*{Size and sign}

Apply $\mathcal A_z$ to $|kk)$. Rank $k-1$ has no component $q=k$, so $\mathcal A_z|kk)=a|k+1,k)$ with $a=a_{k+1,k}$. Because $[\mathcal J_+,\mathcal A_z]=-\mathcal A_+$ and $\mathcal J_+|kk)=0$,
\begin{equation}
\mathcal A_+|kk)=-\mathcal J_+\mathcal A_z|kk)
=-a\sqrt{2k+2}\,|k+1,k+1).
\label{eq:top}
\end{equation}
The left side is $2J_+T_{kk}$. With the phase $(-1)^k$ in $T_{kk}$, it is a negative multiple of $T_{k+1,k+1}$, so $a$ is positive (or zero at the highest rank).

From $[\mathcal A_+,\mathcal A_-]=2\mathcal J_z$ we have $\mathcal A^2=\mathcal A_z^2+\mathcal A_-\mathcal A_++\mathcal J_z$. Its mean value in $|kk)$, taken from (\ref{eq:top}) on the left and from (\ref{eq:casimir}) on the right, is
\begin{equation}
a^2+(2k+2)a^2+k=n^2-1-k(k+1).
\end{equation}
Thus $a_{k+1,k}^2=[n^2-(k+1)^2]/(2k+3)$. Replacing $k$ by $k-1$ and comparing with $a_{k,k-1}^2=c_k^2(2k-1)$ gives $c_k^2=(n^2-k^2)/(4k^2-1)$. Therefore
\begin{equation}
a_{kq}=\sqrt{\frac{(k^2-q^2)[(2J+1)^2-k^2]}{4k^2-1}} .
\label{eq:a}
\end{equation}
Since $\mathcal A_z$ is Hermitian in the trace inner product, the upward and downward elements are equal:
\begin{equation}
\{J_z,T_{kq}\}=a_{kq}T_{k-1,q}+a_{k+1,q}T_{k+1,q}.
\label{eq:anti}
\end{equation}
The coefficient vanishes at $k=2J+1$, so the chain of ranks ends where it should.

\section*{Equation of motion and conditions for conversion}

Collecting the coefficient of $T_{kq}$ from (\ref{eq:quad}) and (\ref{eq:anti}) gives
\begin{equation}
\dot\rho_{kq}=-iq\omega\rho_{kq}
-iq\beta\left(a_{kq}\rho_{k-1,q}+a_{k+1,q}\rho_{k+1,q}\right).
\label{eq:motion}
\end{equation}
For orientation with $q=1$, $a_{11}=0$ and
\begin{equation}
\dot\rho_{11}=-i\omega\rho_{11}-i\beta a_{21}\rho_{21},\quad
a_{21}^2=\frac{(2J-1)(2J+3)}{5}.
\end{equation}
This is the conversion of alignment into orientation. It requires $J\ge1$; for $J=1/2$ there is no alignment, and $J_z^2$ is a constant. Of the alignment, only the components $q=\pm1$ feed rank 1. Higher ranks with $q=\pm1$, if present at the start, first create such alignment through (\ref{eq:motion}) and so lead to orientation even when $\rho_{2,\pm1}(0)=0$. The components $q=\pm2$ cannot reach rank 1, which has no such $q$, and $q=0$ does not evolve. The orientation produced is transverse to the field.

Now let the initial state be symmetric about an axis $\mathbf n$ in the $xz$ plane at angle $\theta$ to the field, with its alignment contained in $J_n^2$:
\begin{align}
J_n^2&=\sin^2\theta\,J_x^2+\cos^2\theta\,J_z^2\nonumber\\
&\quad+\sin\theta\cos\theta\,\{J_x,J_z\}.
\label{eq:jn}
\end{align}
The first two terms contain $q=0,\pm2$. Only the last has $q=\pm1$. With the axis parallel to the field the state has only $q=0$ and does not evolve. With the axis perpendicular to the field and equal populations of $\pm m$ along $\mathbf n$, the state is unchanged by a turn of $\pi$ about $z$. It then has only even $q$ in every rank and gives no orientation. Without that symmetry an odd rank can intervene: for $J=3/2$, populations $1/4$ in $m=3/2$ and $3/4$ in $m=-1/2$ along a perpendicular axis have $\langle\mathbf J\rangle=0$ at the start, yet their octupole produces a length of $0.75$.

The Cartesian form shows the mechanism. From $d\langle X\rangle/dt=i\langle[H,X]\rangle$,
\begin{align}
\frac{d\langle J_x\rangle}{dt}&=-\omega\langle J_y\rangle
-\beta\langle\{J_y,J_z\}\rangle,\\
\frac{d\langle J_y\rangle}{dt}&=\omega\langle J_x\rangle
+\beta\langle\{J_x,J_z\}\rangle .
\end{align}
In a classical picture, $\beta J_z^2$ turns a vector about $z$ at the rate $2\beta J_z$. Take equal numbers of vectors along $\mathbf n$ and $-\mathbf n$, with $0<\theta<\pi/2$ and $\beta>0$. The first group has $J_x,J_z>0$ and turns towards $+y$. The second has $J_x,J_z<0$ and turns in the opposite sense, which also carries it towards $+y$. The cancellation of the two groups is lost. A linear term turns both groups in the same sense and preserves it.

\section*{Closed solutions for $J=1$ and $J=3/2$}

Because $J_z$ and $J_z^2$ commute, the Larmor phase separates: write $\rho_{k1}=e^{-i\omega t}r_k$. Let $s=\langle J_x\rangle+i\langle J_y\rangle=\langle J_+\rangle$, which is proportional to $\rho_{11}^*$. The Cartesian equations combine to
\begin{equation}
\dot s=i\omega s+i\beta\langle\{J_+,J_z\}\rangle .
\label{eq:s}
\end{equation}
Initially $s=0$ and $\langle\{J_y,J_z\}\rangle=0$, so $\dot s(0)=i\beta D$, with $D=\langle\{J_x,J_z\}\rangle_{t=0}$.

To find $D$, note that the elements of $\{J_x,J_z\}$ between $m$ and $m+1$ are
\begin{equation}
\tfrac12(2m+1)\sqrt{J(J+1)-m(m+1)}.
\end{equation}
For $J=1$ they are $\mp1/\sqrt2$, which gives $\mathrm{Tr}\{J_x,J_z\}^2=2$. For $J=3/2$ they are $-\sqrt3,0,\sqrt3$, which gives 12.

\subsection*{$J=1$}

Here $a_{21}=1$ and rank 3 is absent. Thus $\dot r_1=-i\beta r_2$ and $\dot r_2=-i\beta r_1$, with solution $r_2=r_2(0)\cos\beta t$, $r_1=-ir_2(0)\sin\beta t$. For the pure state with zero projection on $\mathbf n$, $\rho(0)=1-J_n^2$. Only the last term of (\ref{eq:jn}) overlaps with $\{J_x,J_z\}$, so $D=-2\sin\theta\cos\theta=-\sin2\theta$. The initial slope fixes
\begin{equation}
s(t)=-i\sin2\theta\,\sin(\beta t)\,e^{i\omega t}.
\end{equation}
At $\theta=45^\circ$ and $|\beta|t=\pi/2$ the length of $\langle\mathbf J\rangle$ is 1, the largest possible for $J=1$.

\subsection*{$J=3/2$}

Equation (\ref{eq:a}) gives $a_{21}^2=12/5$ and $a_{31}^2=8/5$. The three equations are
\begin{align}
\dot r_1&=-i\beta a_{21}r_2,\qquad
\dot r_3=-i\beta a_{31}r_2,\nonumber\\
\dot r_2&=-i\beta(a_{21}r_1+a_{31}r_3).
\end{align}
Differentiating the last gives $\ddot r_2=-4\beta^2r_2$. With only rank 2 present initially,
\begin{align}
r_2&=r_2(0)\cos2\beta t,\nonumber\\
r_{1,3}&=-\tfrac i2a_{21,31}\,r_2(0)\sin2\beta t.
\label{eq:ranks}
\end{align}
Alignment feeds orientation and octupole in the ratio $3:2$ of squared amplitudes. Equal populations of $\pm1/2$ along $\mathbf n$ correspond to $\rho(0)=(9/4-J_n^2)/4$, for which $D=-3\sin\theta\cos\theta=-\tfrac32\sin2\theta$. Since $s\propto\sin(2\beta t)e^{i\omega t}$ and $\dot s(0)=i\beta D$,
\begin{equation}
s(t)=-\tfrac{3i}{4}\sin2\theta\,\sin(2\beta t)\,e^{i\omega t}.
\label{eq:threehalf}
\end{equation}

\section*{A quadratic term from the magnetic field}

Consider a one-electron $^2P$ term with spin $g$ factor 2. Let $V=\mu_BB$ and $\Delta=E_{3/2}-E_{1/2}$, with $V\ll|\Delta|$. The linear Zeeman operator is $V(L_z+2S_z)=V(J_z+S_z)$. In the stretched state $m=3/2$ its value is $2V$, so within $J=3/2$ the Larmor frequency is $\omega=4V/3$.

Only $S_z$ connects $J=3/2$ with $J=1/2$. For $m=1/2$,
\begin{align}
|\tfrac32\rangle&=\sqrt{\tfrac23}|0{\uparrow}\rangle+\sqrt{\tfrac13}|1{\downarrow}\rangle,\nonumber\\
|\tfrac12\rangle&=\sqrt{\tfrac23}|1{\downarrow}\rangle-\sqrt{\tfrac13}|0{\uparrow}\rangle,
\end{align}
where the left labels give $J$. The matrix element of $S_z$ is $-\sqrt2/6-\sqrt2/6=-\sqrt2/3$. Its square is the same for $m=-1/2$ by reflection, while $m=\pm3/2$ has no partner. The second-order shift of the $J=3/2$ states is
\begin{equation}
\delta E_m=\frac{V^2}{9\Delta}\left(\frac94-m^2\right),
\qquad \beta=-\frac{V^2}{9\Delta}.
\end{equation}
The bracket is 2 for $|m|=1/2$ and 0 for $|m|=3/2$, as required.

The diamagnetic energy also contributes. In atomic units $V=B/2$, so $B^2r^2\sin^2\vartheta/8=V^2r^2\sin^2\vartheta/2$. The angular average of $\sin^2\vartheta$ is $2/5$ for $m_l=0$ and $4/5$ for $m_l=\pm1$. This gives $4/5$ for $|m|=3/2$ and $\frac23\cdot\frac25+\frac13\cdot\frac45=\frac8{15}$ for $|m|=1/2$. Dividing the difference $4/15$ by the difference 2 in $m^2$ yields $\beta_{\rm dia}=V^2\langle r^2\rangle/15$.

\section*{Worked example}

Take the model values $\Delta=0.01$ eV, $V=10^{-4}$ eV, $\langle r^2\rangle=5$ \AA$^2$ and $\theta=45^\circ$. They do not represent a particular atom. Then
\begin{align}
\omega&=\tfrac43\times10^{-4}=1.333\times10^{-4}\ \mathrm{eV},\\
\beta&=-\frac{10^{-8}}{0.09}=-1.111\times10^{-7}\ \mathrm{eV}.
\end{align}
The diamagnetic coefficient is $4.4\times10^{-10}$ eV, or 0.4\% of $|\beta|$, and is neglected below; keeping it would move $t_{\max}$ from 4.65 to 4.67 ns and the value $0.287\hbar$ to $0.286\hbar$. The share is $3|\Delta|\langle r^2\rangle/5$ in atomic units, independent of the field, and reaches about 10\% for $\Delta=0.07$ eV and $\langle r^2\rangle=18$ \AA$^2$, where it cannot be dropped. The orientation is greatest first at $2|\beta|t=\pi/2$:
\begin{equation}
t_{\max}=\frac{\pi}{4|\beta|}=7.07\times10^6\,\hbar/\mathrm{eV}=4.65\ \mathrm{ns}.
\end{equation}
In this time the atom makes 150 Larmor turns. Although $|\beta|/\omega$ is only $8.3\times10^{-4}$, the $q=\pm1$ alignment has then disappeared. The amplitude $|\rho_{21}|$ falls from 0.306 to zero, while $|\rho_{11}|$ and $|\rho_{31}|$ reach 0.237 and 0.194. The ratio $0.237/0.306=0.775$ agrees with $a_{21}/2=1.549/2$ from (\ref{eq:ranks}).

In axes turning with the Larmor phase, $\langle J_y\rangle$ reaches $0.75\hbar$, half the maximum for $J=3/2$. It is positive because $\beta$ and $D$ are both negative. Equal populations of $\pm3/2$ along $\mathbf n$ have $D>0$ and would give the opposite sign, in agreement with the classical picture. At a quarter of $t_{\max}$ it is already $0.287\hbar$.

The formula was tested against evolution of all six states of the term, with spin $g$ factor 2 and without the diamagnetic energy. The largest error in $s$ at the sampled times was $0.0039\hbar$, falling to $0.0020\hbar$ at half the field. Third-order perturbation theory accounts for this. The linear energies of the mixed states differ by $(2/3-4/3)mV$, so the third-order shift is
\begin{equation}
\frac{2V^2}{9\Delta^2}\left(-\frac{2mV}{3}\right)
=-\frac{4mV^3}{27\Delta^2},\qquad |m|=\tfrac12 .
\end{equation}
Both coherences that carry the signal, $(3/2,1/2)$ and $(-1/2,-3/2)$, gain the frequency $2V^3/(27\Delta^2)$. Over $t_{\max}=9\pi\Delta/(4V^2)$ the extra phase is $\pi V/(6\Delta)=0.0052$. Multiplied by $0.75\hbar$, it gives $0.0039\hbar$. This is a small additional turn of $\langle\mathbf J\rangle$, not a loss of length at first order. The numerical output follows these notes.

\section*{Continuous excitation and limits of use}

The large orientation above belongs to a sudden preparation observed as a function of time. If atoms are instead prepared at a constant rate and decay at the rate $\Gamma$, the mean per excited atom is
\begin{align}
\bar s&=\Gamma\int_0^\infty e^{-\Gamma t}s(t)\,dt\nonumber\\
&=-\frac{3i}{4}\sin2\theta\,
\frac{2\beta\Gamma}{(\Gamma-i\omega)^2+4\beta^2}.
\end{align}
For $|\beta|\ll\omega$ the term $4\beta^2$ may be dropped. Inserting $\beta=-\omega^2/(16\Delta)$, which follows from $V=3\omega/4$, gives
\begin{equation}
|\bar s|\simeq\frac{3|\sin2\theta|}{32}\,
\frac{\Gamma}{|\Delta|}\,\frac{\omega^2}{\Gamma^2+\omega^2}.
\end{equation}
At low field this grows as $\omega^2$. For $\omega\gg\Gamma$ it levels off near $3|\sin2\theta|\Gamma/(32|\Delta|)$, because atoms prepared at different times point in different transverse directions. In this model, then, the quadratic term matters little for a steady signal when both $\Gamma$ and $V$ are much smaller than $|\Delta|$. It matters greatly for a time-resolved signal only if the level lives long enough, $\Gamma\lesssim|\beta|$. For $\Gamma\gg|\beta|$ the decaying signal $e^{-\Gamma t}|s|$ peaks at about $3|\beta\sin2\theta|/(2e\Gamma)$.

These results assume an isolated $J$ level, no nuclear spin and no collisions. In the $^2P$ example, the closed formula for $s(t)$ also requires the third-order phase $2V^3t/(27|\Delta|^2)$ to be small. This phase grows with time, so the predicted direction of $\langle\mathbf J\rangle$ eventually fails even for $V\ll|\Delta|$. For a real atom the spin $g$ factor $g_s=2.0023$ must be kept as well: $\omega=(2+g_s)V/3$, and $\beta$ gains the factor $(g_s-1)^2$. In the example this turns $\langle\mathbf J\rangle$ by a further 0.55 rad at $t_{\max}$, a hundred times the third-order phase, and changes $\beta$ by 0.5\%. When $V$ is comparable with $|\Delta|$, $J$ is no longer a good label and the full term must be propagated. If the quadratic term has an axis different from the field, it does not commute with $J_z$. Then $q$ is not conserved, and the restrictions on the initial alignment found here no longer hold in general.

\section*{Numbers as computed}
\begin{verbatim}
Fine-structure interval delta = 0.0100 eV
Zeeman energy V = mu_B*B = 1.0e-04 eV (B = 1.728 T)
Angle theta = 45.0 degrees
Larmor energy hbar*omega = 1.3333e-04 eV
Quadratic coefficient, formula = -1.11111e-07 eV
Quadratic coefficient, six-state levels = -1.11110e-07 eV
Ratio |beta|/omega = 8.333e-04
Mean square radius = 5.0 angstrom^2
Diamagnetic coefficient = 4.374e-10 eV
Diamagnetic share |beta_dia/beta| = 0.00394
Time of greatest orientation = 7.0686e+06 hbar/eV = 4.653 ns
Larmor turns in that time = 150.00
Coupling a_21 for J=3/2 = 1.54919
Coupling a_31 for J=3/2 = 1.26491
J=3/2 model: t/t_max, |rho_11|, |rho_21|, |rho_31|
  0.00  0.00000  0.30619  0.00000
  0.25  0.09076  0.28288  0.07411
  0.50  0.16771  0.21651  0.13693
  0.75  0.21912  0.11717  0.17891
  1.00  0.23717  0.00000  0.19365
Orientation along rotating y axis (hbar): t/t_max, formula, six-state
  0.00  0.00000  0.00000
  0.25  0.28701  0.28700
  0.50  0.53033  0.53031
  0.75  0.69291  0.69290
  1.00  0.75000  0.74999
Largest error of formula at V (hbar) = 0.00393
Largest error of formula at V/2 (hbar) = 0.00196
J=2 test, unit alignment of given |q|: orientation norm without, with b
  |q|=0  0.00000  0.00000
  |q|=1  0.00000  0.58440
  |q|=2  0.00000  0.00000
\end{verbatim}
